# Arrhenius Extrapolation of the Vacancy Enthalpy When Formation Entropy Grows Linearly

**Q.** I have vacancy concentrations measured within a few hundred kelvin of melting. Plotted as $\ln c$ against $1/T$ they lie on a straight line. Why shouldn't I read the zero-temperature formation enthalpy from its slope?

**A.** We first need to know what the slope measures. Take a crystal of $N$ atoms at fixed pressure with $n$ isolated vacancies, hence $N+n$ lattice sites. Making a vacancy moves an atom from its site to a new bulk site, so $N$ stays fixed. Let $G$ be the Gibbs energy of making one vacancy at a given site, without the entropy of choosing the site. The number of arrangements is $W=(N+n)!/(N!\,n!)$, and the part of the crystal's Gibbs energy that depends on $n$ is

$$\Phi(n)=nG-k_BT\ln W .$$

For large numbers $d\ln m!/dm=\ln m$, so $d\ln W/dn=\ln(N+n)-\ln n$. Setting $d\Phi/dn=0$ gives

$$G=k_BT\ln\frac{N+n}{n},\qquad c\equiv\frac{n}{N+n}=e^{-G/k_BT}.$$

This assumes equilibrium and no interaction between vacancies. With $G=H-TS$, where $H$ and $S$ are the formation enthalpy and entropy,

$$\ln c=\frac{S}{k_B}-\frac{H}{k_BT}.$$

If $H$ and $S$ are constants, your reading is right.

**Q.** Suppose only the entropy varies, say $S=S_0+aT$. Then I keep $H$ constant and add a small term to $\ln c$.

**A.** Thermodynamics forbids that. $G$ is a difference between Gibbs energies of crystals at the same pressure, each obeying $dG=-S\,dT$, so the difference obeys it too. Differentiate $H=G+TS$:

$$dH=dG+T\,dS+S\,dT=T\,dS .$$

An entropy that changes with temperature therefore brings a changing enthalpy with it. For the linear law $dS/dT=a$, so $dH/dT=aT$, and integration gives

$$H(T)=H_0+\tfrac12aT^2 .$$

$H_0$ is the constant of integration, the value at which the law arrives when continued to $T=0$. The Gibbs energy follows by subtraction:

$$G=H-TS=H_0+\tfrac12aT^2-S_0T-aT^2=H_0-S_0T-\tfrac12aT^2 .$$

The enthalpy rises by $aT^2/2$ while $-TS$ falls by $aT^2$, which leaves $-aT^2/2$ in $G$. Keeping $H$ constant would have given twice the correct term.

**Q.** But $G$ falls faster than linearly. Shouldn't a lower $G$ mean a lower apparent enthalpy?

**A.** The slope responds to how $G/T$ changes, not to the size of $G$. Divide by $-k_BT$:

$$\ln c=\frac{S_0}{k_B}+\frac{aT}{2k_B}-\frac{H_0}{k_BT}.$$

Let $x=1/T$. Since $dT/dx=-T^2$,

$$-k_B\frac{d\ln c}{dx}=\frac{aT^2}{2}+H_0=H(T).$$

The local slope is the enthalpy at the temperature of measurement. $S_0$ shifts the plot vertically without tilting it. The coefficient $a$ makes the plot steeper on the hot side if $a>0$, and less steep if $a<0$.

**Q.** I don't measure a local slope. I draw a line across a window.

**A.** Take the line through the points at $T_1<T_2$. The constant $S_0$ cancels in the difference:

$$\ln c_2-\ln c_1=\frac{a}{2k_B}(T_2-T_1)-\frac{H_0}{k_B}\left(\frac1{T_2}-\frac1{T_1}\right).$$

The apparent enthalpy is $-k_B$ times this, divided by $1/T_2-1/T_1=-(T_2-T_1)/(T_1T_2)$. The two minus signs cancel in the first term, and

$$H_{\rm line}=H_0+\tfrac12aT_1T_2 .$$

This is $H$ at the geometric mean temperature $\sqrt{T_1T_2}$. The intercept gives the apparent entropy:

$$S_{\rm line}=k_B\ln c_1+\frac{H_{\rm line}}{T_1}
=S_0+\frac{aT_1}{2}-\frac{H_0}{T_1}+\frac{H_0}{T_1}+\frac{aT_2}{2}
=S_0+\frac{a(T_1+T_2)}{2},$$

which is $S$ at the arithmetic mean temperature.

So the line overestimates $H_0$ when $a>0$, underestimates it when $a<0$, and returns it when $a=0$. If the window shrinks to one temperature, $H_{\rm line}$ becomes $H(T)$ there. If $T_1\to0$ at fixed $T_2$, with the linear law still assumed, the error vanishes. What biases the result is the lack of cold data.

**Q.** Is the effect large enough to matter?

**A.** Take round parameters in the rough regime of palladium: $H_0=1.60$ eV, $S_0=1\,k_B$, $a=0.001\,k_B/\mathrm K$, and a window from 1400 to 1800 K. With $k_B=8.617\times10^{-5}$ eV/K, $a=8.617\times10^{-8}$ eV/K$^2$, and

$$H_{\rm line}-H_0=\tfrac12(8.617\times10^{-8})(1400)(1800)\ \mathrm{eV}=0.109\ \mathrm{eV}.$$

The line gives 1.709 eV, which is 6.8% above $H_0$. The enthalpy itself runs from 1.684 eV at 1400 K to 1.740 eV at 1800 K, and the entropy from 2.4 to 2.8 $k_B$. Most of the excess has built up below the window, where nothing was measured.

**Q.** Two points are a poor experiment. A least-squares fit to many points might average the error away.

**A.** It can't, because its slope is an average of pair slopes with positive weights. Let $y_i=\ln c_i$, let $w_i>0$ be the fit weights with sum $w$, and measure $\xi_i=x_i-\bar x$ and $\eta_i=y_i-\bar y$ from the weighted means. Minimising the weighted squared residuals gives the slope $\sum_iw_i\xi_i\eta_i/\sum_iw_i\xi_i^2$. Now expand the sum over pairs:

$$\sum_{i<j}w_iw_j(\xi_i-\xi_j)(\eta_i-\eta_j)
=\tfrac12\sum_{i,j}w_iw_j(\xi_i\eta_i+\xi_j\eta_j-\xi_i\eta_j-\xi_j\eta_i)
=w\sum_iw_i\xi_i\eta_i .$$

The mixed terms vanish because $\sum_iw_i\xi_i=\sum_iw_i\eta_i=0$. Replacing $\eta$ by $\xi$ treats the denominator in the same way. The factor $w$ cancels, and

$$\text{slope}=\frac{\sum_{i<j}p_{ij}\,(y_i-y_j)/(x_i-x_j)}{\sum_{i<j}p_{ij}},\qquad p_{ij}=w_iw_j(x_i-x_j)^2 .$$

Each pair slope, times $-k_B$, is $H_0+aT_iT_j/2$ by the two-point result. Hence

$$H_{\rm fit}=H_0+\frac a2\,\frac{\sum_{i<j}p_{ij}T_iT_j}{\sum_{i<j}p_{ij}} .$$

For $a>0$ and noise-free data this lies between $H(T_{\min})$ and $H(T_{\max})$, whatever the weights. Nine equally spaced temperatures with equal weights give 1.71 eV, the same as the two-point line to this precision.

**Q.** If the plot is curved, I should see it. My data look straight.

**A.** Compare the true curve with the two-point line. Using $S_0-S_{\rm line}=-a(T_1+T_2)/2$ and $H_{\rm line}-H_0=aT_1T_2/2$,

$$\ln\frac{c}{c_{\rm line}}=\frac a{2k_B}\left[T-(T_1+T_2)+\frac{T_1T_2}{T}\right]=\frac{a}{2k_B}\frac{(T-T_1)(T-T_2)}{T}.$$

Inside the window this is negative for $a>0$. Its size is proportional to $T_1+T_2-T-T_1T_2/T$, whose derivative $-1+T_1T_2/T^2$ vanishes at $T=\sqrt{T_1T_2}$. The largest gap is therefore

$$\frac a{2k_B}\left(T_1+T_2-2\sqrt{T_1T_2}\right)=\frac a{2k_B}\left(\sqrt{T_2}-\sqrt{T_1}\right)^2 .$$

In the example it is 0.013 at 1587 K, or 1.3% of the concentration. With a few dozen points or fewer, independent scatter of 5% would usually hide it. A line that looks straight shows only that $H$ changes too little across the window for the curvature to stand out from the scatter. It doesn't show that $H$ has the same value at zero temperature.

**Q.** Then I'll fit all three terms, $S_0$, $H_0$ and $a$, and let the data decide.

**A.** The three-term form is unbiased if the linear law holds, but the narrow window hardly separates its terms. Assume independent normal scatter of 0.05 in $\ln c$ at nine equally spaced temperatures. From 1400 to 1800 K, the straight line has a standard error of 0.028 eV in its enthalpy, while the three-term fit has 0.39 eV in $H_0$. The first is precise about the wrong quantity. The second aims at the right one with an error more than three times the effect sought.

Now widen the window downwards, keeping nine points and the same scatter. If $10^{-7}$ is taken as a rough detection limit, the model reaches it at 1052 K. The three-term error from there to 1800 K is 0.075 eV. A straight line over the same range gives 1.681 eV without noise, still 0.081 eV too high. The wider range helps, but the error is still about as large as the bias, so one such data set would not reliably reveal it.

If $a$ is known independently, subtract $aT_1T_2/2$ from the two-point enthalpy. If a calculated enthalpy is available, compare it with the line at the same temperature, near $\sqrt{T_1T_2}$. In this model a static value of 1.60 eV and a line value of 1.71 eV are both right.

**Q.** An enthalpy that is too high means too few vacancies. Yet the line fits the measured concentrations. Where do the vacancies go missing?

**A.** In proportion, mostly below the window; just above it the line falls only slightly short. Below the window both factors $(T-T_1)$ and $(T-T_2)$ are negative, so their product is positive and the true concentration lies above the line. At 600 K,

$$\ln\frac{c}{c_{\rm line}}=0.0005\times\frac{(-800)(-1200)}{600}=0.80 .$$

The true model value is $1.33\times10^{-13}$ and the line predicts $5.99\times10^{-14}$, too few by a factor of 2.2. The high apparent entropy, $2.6\,k_B$, offsets the high enthalpy inside the window. It can't do so far below the window, because the enthalpy term grows as $1/T$ on cooling.

**Q.** You have assumed the linear entropy. What in a crystal would produce it, and why should $a$ be positive?

**A.** Classical anharmonic vibration is one source, and it allows either sign. Consider one vibrational coordinate near the vacancy, with potential

$$V=\tfrac12\kappa x^2+bx^3+\lambda x^4,\qquad \kappa,\lambda>0,$$

and let its counterpart in the perfect crystal be harmonic. Write $\beta=1/k_BT$. The ratio of the configuration integral to its harmonic value is the harmonic average of $e^{-\beta(bx^3+\lambda x^4)}$. The average of $x^3$ vanishes by symmetry, so to leading order in temperature

$$\frac{Z}{Z_{\rm h}}\simeq1-\beta\lambda\langle x^4\rangle+\tfrac12\beta^2b^2\langle x^6\rangle .$$

The harmonic distribution is Gaussian with variance $k_BT/\kappa$, so $\langle x^4\rangle=3(k_BT/\kappa)^2$ and $\langle x^6\rangle=15(k_BT/\kappa)^3$. With $F=-k_BT\ln Z$ and $\ln(1+u)\simeq u$,

$$F_{\rm anh}=(k_BT)^2\left(\frac{3\lambda}{\kappa^2}-\frac{15b^2}{2\kappa^3}\right),\qquad
S_{\rm anh}=-\frac{dF_{\rm anh}}{dT}=k_B^2T\left(\frac{15b^2}{\kappa^3}-\frac{6\lambda}{\kappa^2}\right).$$

The cubic term raises the entropy and the positive quartic term lowers it. The expansion requires $x=0$ to be the lowest minimum of $V$, which means $\lambda\kappa/b^2>1/2$. To leading order, $a$ is then positive when $\lambda\kappa/b^2<5/2$ and negative above that. Higher orders move this boundary down as the temperature or the anharmonicity grows. With $\epsilon=b^2k_BT/\kappa^3$, direct integration puts the sign change of $dS/dT$ at a ratio of 2.46 for $\epsilon=10^{-4}$, 2.17 for $10^{-3}$ and 1.53 for $5.6\times10^{-3}$. An overestimate is thus a consequence of the sign of $a$, not of anharmonicity as such.

Direct integration over $x$ tests this. For 36 weakly anharmonic modes with $\lambda\kappa/b^2=1$ and $4$, the leading-order values of $a$ are $+10^{-6}$ and $-10^{-6}\,k_B/\mathrm K$. The integrated entropy and enthalpy at 600 and 1800 K, and the line's enthalpy shift between 1400 and 1800 K, agree with the formulas within 0.5%. The shift is positive in the first case and negative in the second.

**Q.** Those modes are a thousand times weaker than your example needs. Does the linear law survive at full strength?

**A.** Only for some potentials. First I keep the 36 modes and the ratio 1, and raise the anharmonicity until the leading-order coefficient is $0.001\,k_B/\mathrm K$. The full integrals then lower the line's enthalpy by 10.7 meV. That is about a tenth of the 109 meV excess. The figure is small because of a cancellation. With $r=\lambda\kappa/b^2$, the next term of $\ln(Z/Z_{\rm h})$ is $\epsilon^2(405-450r+48r^2)$, which nearly vanishes at $r=1$. For the same leading-order coefficient and 36 modes, the line's excess is 145 meV at $r=0.6$, 98 meV at $r=1$, 18 meV at $r=1.5$ and $-152$ meV at $r=2$; 12 modes at $r=1$ give 44 meV. At this strength the leading-order formula is not a reliable guide to the size or even the sign, and the linear law remains an assumption.

**Q.** There is a deeper trouble. Your entropy tends to $1\,k_B$ at zero temperature, and the third law wants zero.

**A.** Yes, for a vacancy with a non-degenerate ground state in an ordered crystal. The law with $S_0\ne0$ is a classical one and must fail when the vibrations freeze. To see what this does to $H_0$, let the vacancy change harmonic frequencies from $\omega_i$ to $\omega_i'$. A classical mode has free energy $k_BT\ln(\hbar\omega/k_BT)$, so the difference is

$$\Delta F=k_BT\sum_i\ln\frac{\omega_i'}{\omega_i}=-TS_0,\qquad S_0=-k_B\sum_i\ln\frac{\omega_i'}{\omega_i}.$$

Softer modes give positive $S_0$. The classical mean energy is $k_BT$ at any frequency, so these modes add nothing to the formation enthalpy, and $H_0$ is the static-lattice value. A quantum mode instead has energy $\hbar\omega/2$ at $T=0$, and tends to $k_BT$ when $k_BT\gg\hbar\omega$. In the harmonic quantum model the true zero-temperature enthalpy is therefore

$$H(0)=H_0+\tfrac12\sum_i\hbar(\omega_i'-\omega_i).$$

For softened modes it lies below $H_0$, so the overestimate grows. This agrees with the general relation

$$H(T)-H(0)=\int_0^T T'\,\frac{dS}{dT'}\,dT' ,$$

since with all modes softened the entropy rises steadily from zero to $S_0$, and that rise costs enthalpy. If some modes soften and others stiffen, a positive $S_0$ doesn't fix the sign: modes going from 100 to 50 K and from 400 to 500 K give $S_0=0.47\,k_B$ but raise the zero-point energy by 2.2 meV.

For a size, let 36 modes (three directions for each of 12 neighbours) have an Einstein temperature $\hbar\omega/k_B=200$ K and share $S_0=1\,k_B$ equally. Each frequency is then multiplied by $e^{-1/36}=0.9726$, and the zero-point change is

$$\tfrac12(36)(8.617\times10^{-5})(200)(0.9726-1)\ \mathrm{eV}=-8.5\ \mathrm{meV}.$$

Integrating the difference of the quantum heat capacities from 1 K to $10^5$ K gives $+8.5$ meV, as the energy balance requires. The zero-temperature enthalpy becomes 1.592 eV, and the two-point line lies 0.117 eV above it. Quantum corrections to the anharmonic terms are left out.

**Q.** Divacancies also make an Arrhenius plot steeper near melting. Couldn't they be the whole story?

**A.** They act in the same direction, so curvature alone doesn't identify its cause. In an fcc crystal each site has 12 neighbours, and each pair is shared by two sites, which makes six pairs per site. With binding energy $E_b$ and no binding entropy, the fraction of pairs per site is $6c^2e^{E_b/k_BT}$. Each pair holds two vacancies, so the number of paired vacant sites per isolated vacancy is $12\,c\,e^{E_b/k_BT}$.

For an assumed $E_b=0.10$ eV at 1800 K, where $c=2.2\times10^{-4}$, this is 0.0051. Adding all these sites to $c$ would raise the two-point enthalpy by 2.6 meV. But that is an upper estimate, because $c$ for non-interacting vacancies already includes those that are neighbours by chance. Binding adds only the fraction $12\,c\,(e^{E_b/k_BT}-1)$, which is 0.0024 at 1800 K and raises the two-point enthalpy by 1.2 meV. Either figure is far less than 109 meV. A larger binding energy or concentration would raise their share.

**Q.** How much of this may I carry over to real palladium?

**A.** The mechanism, but not the size of the excess. Palladium is fcc and melts slightly above 1800 K, so the window is realistic though very hot. A formation enthalpy between 1 and 2 eV and an entropy of a few $k_B$ are reasonable rough sizes. The value of $a$ is an assumption, and the excess is proportional to it: half the coefficient gives 0.054 eV.

A real crystal also departs from the strictly linear law. In the mode model above this moves the line by about $-11$ meV at ratio 1, where the next order nearly cancels; at other ratios the change can exceed the excess itself. Quantum vibration changes the two-point slope by $-0.4$ meV, and the pressure–volume term at one atmosphere adds about 0.01 meV. The numerical output lists these values.

**Q.** And if the entropy isn't linear at all, does the warning lapse?

**A.** Its formula does, but its direction may survive. Since the local slope is $H$, the two-point line gives the average of $H$ over the interval in $1/T$:

$$H_{\rm line}=\frac{1}{1/T_1-1/T_2}\int_{1/T_2}^{1/T_1}H\,dx .$$

If $S$ never decreases with temperature and rises somewhere below the window, the integral for $H(T)-H(0)$ is positive throughout the window. The line then overestimates $H(0)$. If $S$ rises over one range and falls over another, the sign depends on the integral of $T\,dS$, where changes at high temperature count for more. The data must still describe equilibrium vacancies at constant pressure; otherwise the slope needn't be a formation enthalpy.

## Values computed for the example and the checks

```
Boltzmann constant: 8.617333e-05 eV/K
Input H0: 1.60 eV; S0: 1.0 kB; a: 0.0010 kB/K
Window T1, T2: 1400, 1800 K
T = 600 K: S = 1.60 kB, H = 1.6155 eV, G = 1.5328 eV, c = 1.334e-13
T = 1400 K: S = 2.40 kB, H = 1.6844 eV, G = 1.3949 eV, c = 9.518e-06
T = 1600 K: S = 2.60 kB, H = 1.7103 eV, G = 1.3518 eV, c = 5.520e-05
T = 1800 K: S = 2.80 kB, H = 1.7396 eV, G = 1.3053 eV, c = 2.215e-04
Geometric mean temperature: 1587.5 K
Two-point line enthalpy: 1.7086 eV
Overestimate of H0: 0.1086 eV = 6.79 % of H0
Two-point line entropy: 2.600 kB
Least-squares enthalpy, 9 equally spaced T: 1.7085 eV
Largest gap in ln c inside window: 0.01255 at 1587.5 K
ln(c/c_line) at 600 K: 0.8000
c/c_line at 600 K: 2.226
c_line at 600 K: 5.994e-14
Assumed scatter of ln c: 0.05
Standard error of H, straight line: 0.0281 eV
Standard error of H0, three terms: 0.395 eV
T where c = 1e-07: 1052.3 K
Straight-line H from that T to T2: 1.6812 eV
Standard error of H0, three terms, wide: 0.075 eV
Neglected effects, change of the two-point line enthalpy:
  higher anharmonic orders, 36 modes: -10.70 meV
  divacancies, binding 0.10 eV: 2.60 meV
  quantum vibrations, 200 K: -0.355 meV
  pressure-volume term, 1 atm: 0.0095 meV
Vacant sites in pairs per isolated vacancy at 1800 K: 0.00506
Frequency ratio of softened modes: 0.9726
Zero-point change of formation enthalpy: -8.50 meV
Heat integral of quantum modes: 8.49 meV
True zero-temperature enthalpy: 1.5915 eV
Line minus true zero-temperature value: 0.1171 eV
Quantum change of ln c at 600 K: 0.00899
```
